# Two-step tunnelling through a trap

## Problem

A rectangular barrier fills \(0<y<d\). A trap at \(y=x\) holds one level, taken as the zero of energy, a height \(\Phi\) below the barrier top. At this energy an electron has kinetic energy \(E_1\) in the left electrode and \(E_2\) in the right. The mass \(m\) is the same everywhere, and
\[ c=\frac{\hbar^2}{2m},\qquad \kappa=\sqrt{\Phi/c},\qquad k_i=\sqrt{E_i/c}. \]
The trap has zero range: a well \(-2c\kappa\,\delta(y-x)\) in one dimension, a point trap in three. One spin direction is counted, interactions and the tilt of the barrier under bias are neglected unless stated, and the coupling is weak, \(e^{-2\kappa x}\ll1\) and \(e^{-2\kappa(d-x)}\ll1\). The thickness decay constant of a quantity \(Q\) is \(-d\ln Q/dd\).

(a) The trap exchanges electrons with the electrodes at rates \(P_1\) and \(P_2\). Find the steady flux for electrode occupations \(f_L\), \(f_R\) at the trap level.

(b) Find \(P_1\), \(P_2\) and the direct transmission in one dimension, and decide whether (a) survives coherent transport.

(c) Find the best trap position, the flux there, and its decay constant relative to direct tunnelling at the same energy.

(d) Find when the answers to (c) change, and treat uniformly distributed traps in three dimensions.

Take the round model values \(m=0.5\,m_e\), \(\Phi=2\) eV, \(E_1=5\) eV, \(E_2=0.5\) eV, \(d=2.5\) nm.

## First estimate by scaling

A wave decays as \(e^{-\kappa y}\) in the barrier, so a rate over a distance \(a\) carries \(e^{-2\kappa a}\). The natural frequency of the bound state is \(\Phi/\hbar\), so \(P_1\sim(\Phi/\hbar)e^{-2\kappa x}\) and \(P_2\sim(\Phi/\hbar)e^{-2\kappa(d-x)}\). Of two steps in series the slower one limits the flow, \(R\sim\min(P_1,P_2)\). Moving the trap raises one rate and lowers the other, so the minimum is largest where they cross, at \(x\approx d/2\):
\[ R_{\rm est}=\frac{\Phi}{\hbar}\,e^{-\kappa d},\qquad T_{\rm dir}\sim e^{-2\kappa d}. \]
The estimate suggests a decay constant \(\kappa\) against \(2\kappa\).

## Exact solution

### (a) Rate equation

Let \(n\) be the probability that the trap is full. An empty trap fills from electrode 1 at rate \(P_1f_L\), and a full one empties into it at rate \(P_1(1-f_L)\); electrode 2 acts likewise:
\[ \dot n=(P_1f_L+P_2f_R)(1-n)-[P_1(1-f_L)+P_2(1-f_R)]\,n . \]
The products \(f\,n\) cancel, leaving \(\dot n=P_1(f_L-n)+P_2(f_R-n)\). Setting \(\dot n=0\) gives \(n=(P_1f_L+P_2f_R)/(P_1+P_2)\). The net particle flux from left to right is the first term:
\[ \frac{I}{e}=P_1\,\frac{f_L(P_1+P_2)-P_1f_L-P_2f_R}{P_1+P_2}=R\,(f_L-f_R),\qquad R=\frac{P_1P_2}{P_1+P_2}. \]
The flux equals \(R\) only for a full source and an empty drain. Then \(1/R=1/P_1+1/P_2\) is the sum of the mean waits to fill and to empty. A stochastic simulation with \(P_1=1\), \(P_2=0.3\), \(f_L=0.8\), \(f_R=0.25\) gives \(0.12702\pm0.00019\), against \((0.3/1.3)(0.55)=0.12692\).

### (b) Scattering solution

At energy \(E\) let \(\kappa_E=\sqrt{(\Phi-E)/c}\), with \(k_i\) also taken at \(E\). Integrating \(-c\psi''+V\psi=E\psi\) across the well gives \(\psi'(x^+)-\psi'(x^-)=-2\kappa\psi(x)\). The function \(e^{-\kappa_E|y-x|}\) satisfies this for \(\kappa_E=\kappa\), so the isolated level lies at \(E=0\).

Write \(\psi=e^{ik_1y}+Ce^{-ik_1y}\) for \(y<0\) and \(\psi=Ae^{\kappa_Ey}+Be^{-\kappa_Ey}\) for \(0<y<x\). Continuity at \(y=0\) gives \(A+B=1+C\) and \(\kappa_E(A-B)=ik_1(1-C)\). Eliminating \(C\),
\[ B=r_1A+\tau,\qquad r_i=\frac{\kappa_E+ik_i}{\kappa_E-ik_i},\qquad \tau=\frac{-2ik_1}{\kappa_E-ik_1}. \]
For \(x<y<d\) write \(\psi=A'e^{-\kappa_E(y-d)}+B'e^{\kappa_E(y-d)}\), matched to \(C'e^{ik_2(y-d)}\). This is the mirror problem with no incoming wave, so \(B'=r_2A'\) and
\[ C'=A'(1+r_2)=\frac{2\kappa_EA'}{\kappa_E-ik_2}. \]
Define \(u=Ae^{\kappa_Ex}\), \(u'=A'e^{\kappa_E(d-x)}\), \(s=\tau e^{-\kappa_Ex}\), \(\epsilon_1=r_1e^{-2\kappa_Ex}\), \(\epsilon_2=r_2e^{-2\kappa_E(d-x)}\). Continuity and the jump at \(y=x\) read
\[ u(1+\epsilon_1)+s=u'(1+\epsilon_2), \]
\[ -\kappa_Eu'(1-\epsilon_2)-\kappa_E[u(1-\epsilon_1)-s]=-2\kappa u'(1+\epsilon_2). \]
Insert \(u\) from the first equation into the second and multiply by \(-(1+\epsilon_1)/2\). With \((1-\epsilon_2)(1+\epsilon_1)+(1+\epsilon_2)(1-\epsilon_1)=2-2\epsilon_1\epsilon_2\) and \((1+\epsilon_1)+(1-\epsilon_1)=2\), the result is, exactly,
\[ u'\,[\kappa_E(1-\epsilon_1\epsilon_2)-\kappa(1+\epsilon_1)(1+\epsilon_2)]=\kappa_E\,s . \]
The transmission is the flux ratio \((k_2/k_1)|C'|^2\). Using \(|s|^2=4k_1^2e^{-2\kappa_Ex}/(\kappa_E^2+k_1^2)\),
\[ T=\frac{16k_1k_2\kappa_E^2\,e^{-2\kappa_Ed}}{(k_1^2+\kappa_E^2)(k_2^2+\kappa_E^2)}\left|\frac{u'}{s}\right|^2 . \]

Without the trap the term proportional to the well strength is absent, so \(u'/s=1/(1-\epsilon_1\epsilon_2)\) with \(|\epsilon_1\epsilon_2|=e^{-2\kappa_E d}\). At \(E=0\), up to that relative order,
\[ T_{\rm dir}=T_0e^{-2\kappa d},\qquad T_0=\frac{16k_1k_2\kappa^2}{(k_1^2+\kappa^2)(k_2^2+\kappa^2)} . \]

With the trap, keep first order in \(\epsilon_i\) and in \(E\). Since \(\kappa_E-\kappa\simeq-E/(2c\kappa)\), the bracket becomes \(-[E+2c\kappa^2(\epsilon_1+\epsilon_2)]/(2c\kappa)\). From \(r_i=(\kappa^2-k_i^2+2i\kappa k_i)/(\kappa^2+k_i^2)\) it vanishes at \(E_r-i\Gamma/2\), where \(E_r=-2c\kappa^2\,{\rm Re}(\epsilon_1+\epsilon_2)\), \(\Gamma=\Gamma_1+\Gamma_2\) and \(\Gamma_i=4c\kappa^2\,{\rm Im}\,\epsilon_i\). The probability of a state with this energy decays at rate \(\Gamma/\hbar\), one term per electrode, so \(P_i=\Gamma_i/\hbar\):
\[ P_1=\nu_1e^{-2\kappa x},\qquad P_2=\nu_2e^{-2\kappa(d-x)},\qquad \hbar\nu_i=\frac{8ck_i\kappa^3}{k_i^2+\kappa^2}. \]
Now \(|u'/s|^2=4c^2\kappa^4/[(E-E_r)^2+\Gamma^2/4]\), and \(4c^2\kappa^4T_0e^{-2\kappa d}=\Gamma_1\Gamma_2\), so
\[ T(E)=\frac{\Gamma_1\Gamma_2}{(E-E_r)^2+\Gamma^2/4}. \]
The neglected energy dependence of the exponential has logarithmic slope \(d\ln e^{-2\kappa_Ed}/dE=\kappa d/\Phi\). The prefactor adds a slope of about \(1/2E_i\) when \(E_i\) is small, because \(k_i\propto\sqrt{E_i}\). Unless this second slope dominates, relative errors are at most of order \((|E_r|+\Gamma)\kappa d/\Phi\); the shift \(E_r\) can exceed \(\Gamma\) when \(k_i\) is far from \(\kappa\).

Incoming one-dimensional states carry flux \(v\,dk/2\pi=dE/h\), so \(I/e=h^{-1}\int T(f_L-f_R)\,dE\). For a sharp window \(E_r\pm W\),
\[ \frac1{2\pi\hbar}\,\Gamma_1\Gamma_2\,\frac4\Gamma\arctan\frac{2W}\Gamma=R\,\frac2\pi\arctan\frac{2W}{\Gamma}, \]
which tends to \(R\) for \(W\gg\Gamma\). For \(k_BT\gg\Gamma\), with the level inside the window or within a few \(k_BT\) of it, the factor \(f_L-f_R\) is constant across the line and the flux is \(R(f_L-f_R)\). In this non-interacting model result (a) therefore needs no loss of coherence. It generally fails when \(f_L-f_R\) varies across the line, that is for \(k_BT\lesssim\Gamma\) with either chemical potential within a few \(\Gamma\) of \(E_r\), however wide the window. An exception is one chemical potential exactly at \(E_r\) with the other many \(\Gamma\) away: the line is symmetric, and the errors on its two sides cancel. It also fails for a level far outside the window, where \(f_L-f_R\) at the level is exponentially small but the tail \(\Gamma_1\Gamma_2/(E-E_r)^2\) of \(T\) still carries current.

### (c) Best position and decay constant

Let \(\beta_1=-d\ln P_1/dx\) and \(\beta_2=+d\ln P_2/dx\). Differentiating \(1/R=1/P_1+1/P_2\),
\[ \frac{d}{dx}\frac1R=\frac{\beta_1}{P_1}-\frac{\beta_2}{P_2}=0\quad\Rightarrow\quad\frac{P_1}{P_2}=\frac{\beta_1}{\beta_2}. \]
The rates match at the optimum only if \(\beta_1=\beta_2\). Here both equal \(2\kappa\), and \(\nu_1e^{-2\kappa x}=\nu_2e^{-2\kappa(d-x)}\) gives
\[ x^*=\frac d2+\frac{\ln(\nu_1/\nu_2)}{4\kappa}, \]
inside the barrier if \(|\ln(\nu_1/\nu_2)|<2\kappa d\); weak coupling needs it well inside. With \(e^{2\kappa x^*}=e^{\kappa d}\sqrt{\nu_1/\nu_2}\), the two waits are \(1/P_{1,2}=e^{\kappa d}e^{\pm2\kappa(x-x^*)}/\sqrt{\nu_1\nu_2}\), so
\[ R(x)=\frac{R_{\max}}{\cosh2\kappa(x-x^*)},\qquad R_{\max}=\tfrac12\sqrt{\nu_1\nu_2}\,e^{-\kappa d}. \]
The maximum is unique, and the peak transmission \(4\Gamma_1\Gamma_2/\Gamma^2\) equals one there. The decay constant is \(\kappa\), half the \(2\kappa\) of \(T_{\rm dir}\). Because \(c\kappa^2=\Phi\), one has \(\hbar^2\nu_1\nu_2=4\Phi^2T_0\), and so
\[ R_{\max}=\frac\Phi\hbar\sqrt{T_0}\,e^{-\kappa d}=\frac{\Phi}{\hbar}\sqrt{T_{\rm dir}} . \]

For traps spread uniformly in \(x\), use \(\frac{d}{dw}\arctan\sinh w=1/\cosh w\):
\[ \int_0^dR\,dx=\frac{R_{\max}}{2\kappa}\left[\arctan\sinh2\kappa x^*+\arctan\sinh2\kappa(d-x^*)\right]\to R_{\max}\frac{\pi}{2\kappa} \]
for a thick barrier. The total is that of a slab of fixed width \(\pi/2\kappa\) in which every trap has the rate \(R_{\max}\), so the decay constant remains \(\kappa\).

### (d) Departures

**Trap at a fixed distance from electrode 1.** As \(d\) grows, \(R=P_2/(1+P_2/P_1)\to P_2\), with decay constant \(2\kappa\). The halving is lost.

**Inelastic capture.** If the electron enters at a higher energy and relaxes into the trap, model the rates as \(\nu_1e^{-2\kappa_1x}\) and \(\nu_2e^{-2\kappa_2(d-x)}\) with constant prefactors. Then \(P_1/P_2=\kappa_1/\kappa_2\), and taking the logarithm,
\[ x^*=\frac{2\kappa_2d+\ln(\nu_1\kappa_2/\nu_2\kappa_1)}{2(\kappa_1+\kappa_2)} . \]
There \(R=P_1/(1+P_1/P_2)=P_1\kappa_2/(\kappa_1+\kappa_2)\), so the decay constant is \(2\kappa_1\,dx^*/dd=2\kappa_1\kappa_2/(\kappa_1+\kappa_2)\). Its ratio to direct tunnelling at the injection energy is \(\kappa_2/(\kappa_1+\kappa_2)\), above one half for \(\kappa_1<\kappa_2\).

**Spin with double occupancy forbidden.** For \(f_L=1\), \(f_R=0\) the empty-state probability obeys \(\dot p_0=-2P_1p_0+P_2(1-p_0)\), so the flux is \(2P_1p_0=2P_1P_2/(2P_1+P_2)\). This is \(\nu_1\to2\nu_1\): \(x^*\) moves by \(\ln2/4\kappa\), the peak grows by \(\sqrt2\), and the decay constant is unchanged.

**Three dimensions.** The state \(\psi=\sqrt{\kappa/2\pi}\,e^{-\kappa r}/r\) is normalised, since \((\kappa/2\pi)\,4\pi\int_0^\infty e^{-2\kappa r}dr=1\). The function \(e^{-\kappa r}/4\pi r\) solves \((-\nabla^2+\kappa^2)G=\delta^3(\mathbf r)\). Fourier transformed along the interface, with wave vector \(\mathbf q\), the equation becomes one-dimensional, with solution \(e^{-\kappa_q|z|}/2\kappa_q\) and \(\kappa_q^2=\kappa^2+q^2\). With measure \(d^2q/(2\pi)^2\), each component of \(\psi\) thus reaches an interface at distance \(a\) with amplitude \(A'_q=\sqrt{\kappa/2\pi}\,(2\pi/\kappa_q)e^{-\kappa_qa}\). The relation between \(C'\) and \(A'\) holds with \(k_q=\sqrt{k^2-q^2}\), and \(\kappa_q^2+k_q^2=\kappa^2+k^2\). The normal velocity is \(2ck_q/\hbar\), only \(q<k\) propagates, and by Parseval's theorem the fluxes add:
\[ \hbar P=\int_0^k\frac{q\,dq}{2\pi}\,2ck_q\,\frac{4\kappa_q^2}{\kappa^2+k^2}\,\frac{2\pi\kappa}{\kappa_q^2}e^{-2\kappa_qa}=\frac{8c\kappa}{\kappa^2+k^2}\int_0^kq\,k_q\,e^{-2\kappa_qa}\,dq . \]
For large \(a\) set \(\kappa_q=\kappa+w\), so that \(q\,dq=(\kappa+w)\,dw\), \(q^2\simeq2\kappa w\) and \(k_q\simeq k(1-\kappa w/k^2)\). With \(\int_0^\infty e^{-2aw}dw=1/2a\) and mean \(w=1/2a\),
\[ P\simeq\frac{\nu e^{-2\kappa a}}{2\kappa a}\left[1+\frac1{2\kappa a}-\frac{\kappa}{2ak^2}\right]. \]
Differentiating the exact integral gives \(\beta=2\langle\kappa_q\rangle\), averaged with the integrand as weight. For \(k_1\neq k_2\) this generally differs between the two sides, so the rates do not match exactly at the optimum; for identical electrodes symmetry gives \(x^*=d/2\) and \(P_1=P_2\).

For independent traps of density \(D_t\) per volume and energy, with \(D_t\) and \(R\) constant over \(eV\) and \(k_BT\), integrate (a) over trap energies using \(\int(f_L-f_R)\,dE=eV\). For the direct channel apply the flux formula to each \(\mathbf q\), with \(T_q\) the barrier transmission for \(\kappa_q\) and \(k_{i,q}\). Per area and spin,
\[ \frac{G_{\rm TAT}}{\mathcal A}=e^2D_t\int_0^dR\,dx,\qquad \frac{G_{\rm dir}}{\mathcal A}=\frac{e^2}{h}\int\frac{q\,dq}{2\pi}\,T_q . \]
At leading order in \(1/d\), both rates near \(x=d/2\) carry the factor \(1/\kappa d\), so \(\int R\,dx\simeq(R_{\max}/\kappa d)(\pi/2\kappa)\). For the direct channel \(T_q\simeq T_0e^{-2\kappa_qd}\), and the same \(w\) integral gives \(T_0\kappa e^{-2\kappa d}/4\pi d\). The decay constants are \(\kappa+1/d\) and \(2\kappa+1/d\) up to terms in \(1/d^2\), and for thick barriers their ratio approaches one half from above as \(d\to\infty\).

### Numbers

With \(c=0.07620\) eV nm²: \(\kappa=5.1232\), \(k_1=8.1004\), \(k_2=2.5616\) nm⁻¹, \(\nu_1=1.0981\times10^{16}\) s⁻¹, \(\nu_2=9.7233\times10^{15}\) s⁻¹. Then \(x^*-d/2=\ln(1.1294)/(4\times5.1232)=0.0059\) nm, so \(x^*=1.2559\) nm. With \(\kappa d=12.808\),
\[ P_1=P_2=1.0333\times10^{16}\times2.739\times10^{-6}=2.830\times10^{10}\ {\rm s^{-1}}, \]
so \(R_{\max}=1.415\times10^{10}\) s⁻¹, \(eR_{\max}=2.27\) nA and \(\Gamma=3.73\times10^{-5}\) eV. The direct values are \(T_0=2.891\) and \(T_{\rm dir}=2.17\times10^{-11}\).

The tests use the unexpanded transmission, integrated over \(W=0.02\) eV and divided by the arctangent factor. Maximised over \(x\), it reproduces \(x^*\) and \(R_{\max}\) at \(d=2.5\) and 3.0 nm (\(1.092\times10^9\) s⁻¹ at the latter). The decay constants are 5.123 and 10.246 nm⁻¹, or 2.22 and 4.45 decades per nm. Off centre, the exact \(R\) is \(2.0457\times10^9\) s⁻¹ at \(x=1.0\) nm against the formula's \(2.0448\times10^9\), and \(8.318\times10^8\) at 1.6 nm against \(8.325\times10^8\). These differences, \(+0.05\%\) and \(-0.09\%\) of the formula, have the sign of \(E_r\): \(k_1>\kappa\) pushes the level up when electrode 1 is near, which lowers \(\kappa_E\) for the slow step, and \(k_2<\kappa\) pushes it down. This effect alone, \(E_r\kappa a/\Phi\) with \(a\) the length of the slow step, gives \(+0.02\%\) and \(-0.10\%\); other terms of the same order were not separated. The last digit of these exact values depends on the window: for \(W\) between 0.003 and 0.1 eV they run from \(2.0456\) to \(2.0459\times10^9\) and from \(8.317\) to \(8.320\times10^8\) s⁻¹. At 300 K, with \(\mu_L=0.02\) eV and \(\mu_R=-0.03\) eV, \(f_L-f_R=0.4457\), and the integrated flux \(6.305\times10^9\) s⁻¹ lies \(0.03\%\) below \(R_{\max}(f_L-f_R)=6.308\times10^9\) s⁻¹.

Uniform traps in one dimension give \(1.415\times10^{10}\times0.3066=4.339\times10^9\) nm/s. A trap fixed at \(x=1\) nm gives 10.236 nm⁻¹ between the two thicknesses. At \(d=2.5\) nm it has \(P_2/P_1=(\nu_2/\nu_1)e^{-2\kappa\times0.5\,{\rm nm}}=0.0053\), and this divided by the 0.5 nm step is the shortfall of 0.011 nm⁻¹ from \(2\kappa\). Injection under a 1.5 eV barrier (\(\kappa_1=4.437\) nm⁻¹, \(\kappa_2=\kappa\), same \(\nu_i\)) gives \(x^*=1.354\) nm, \(P_1/P_2=0.866\), decay constant 4.755 nm⁻¹ and ratio 0.536. Blockade shifts \(x^*\) by 0.034 nm.

In three dimensions the rate integral was tested at \(a=1\) nm against the linewidth of the point-trap Green function near one interface (\(2.610\times10^{-5}\) eV for electrode 1, \(1.211\times10^{-5}\) eV for electrode 2); the combination of the two rates rests on (a). The optimum is \(x=1.278\) nm, with \(R=8.80\times10^8\) s⁻¹ and \(P_1/P_2=11.049/10.628=1.040\). The leading form \(\beta=2\kappa+1/a\) would make \(\beta_2\) the larger, and it fails because \(\kappa/ak_2^2\approx0.64\) is not small. The ratio \(\sqrt{k_2^2-q^2}/\sqrt{k_1^2-q^2}\) falls with \(q\), so at equal distance electrode 2 weights small \(q\) more and has the smaller \(\langle\kappa_q\rangle\).

For \(D_t=10^{17}\) cm⁻³ eV⁻¹, \(G_{\rm TAT}/\mathcal A=0.410\) S/cm² and \(G_{\rm dir}/\mathcal A=0.0117\) S/cm². The local decay constants are 5.403 and 10.544 nm⁻¹ (ratio 0.512), below \(\kappa+1/d=5.523\) and \(2\kappa+1/d=10.646\). A prefactor \(1-\gamma/d\) with \(\gamma>0\), such as the \(k_q\) correction, lowers a slope by \(\gamma/d^2\); that is the observed sign, but the size was not computed. At \(d=20\) nm the values are 5.172 and 10.296 nm⁻¹ (ratio 0.502), and both were tested to lie within \(1.5/d^2\) of the leading forms. The program and its output follow the text.

## Comparison

The estimate has the exact one-dimensional exponent, and \(R_{\max}/R_{\rm est}=\sqrt{T_0}=\sqrt{2.891}=1.70\). Since \(k\kappa/(k^2+\kappa^2)\le\frac12\), \(T_0\le4\), so this factor cannot exceed 2 in the model; it becomes small when an electrode has \(k\ll\kappa\) or \(k\gg\kappa\). It is the product of the factor \(\frac12\), missed by \(\min(P_1,P_2)\) because both waits count equally at the crossing, and \(\hbar\sqrt{\nu_1\nu_2}/\Phi=2\sqrt{T_0}=3.40\). The position \(d/2\) is off by 0.006 nm in one dimension and 0.028 nm in three, because prefactors enter \(x^*\) only through a logarithm divided by \(\beta_1+\beta_2\), the rate at which \(\ln(P_1/P_2)\) falls with \(x\); this is \(4\kappa\) in one dimension and slightly larger in three. In three dimensions the estimate misses the transverse spreading, which lowers the peak rate by \(1.415\times10^{10}/8.80\times10^8=16\), where the leading factor is \(\kappa d=12.8\).

The \(1/d\) terms cancel between the two conductances, so the scaling law \(G_{\rm TAT}/G_{\rm dir}\propto e^{\kappa d}\) predicts their crossing at \(2.5-\ln(0.410/0.0117)/5.123=2.5-0.694=1.806\) nm. The computed crossing is at 1.807 nm, where each channel carries 17.7 S/cm²; for this \(D_t\), thicker barriers conduct mainly through the traps within this model of elastic, zero-range, independent traps. Lattice relaxation at the trap and paths through several traps are not included and can move the crossing in a real barrier. Agreement this close also needs the higher-order terms nearly to cancel, which was not derived but holds in this example: at 2.5 nm the local decay constants differ by \(10.544-5.403=5.141\) nm⁻¹, against \(\kappa=5.123\) nm⁻¹.

## Numbers as computed

```
m/m_e = 0.5 
Phi = 2 eV
E1 = 5 eV
E2 = 0.5 eV
d0 = 2.5 nm
d1 = 3 nm
c = 0.0761996 eV nm^2
kappa = 5.12317 1/nm
k1 = 8.10044 1/nm
k2 = 2.56158 1/nm
nu1 = 1.09814e+16 1/s
nu2 = 9.72331e+15 1/s
simulation inputs: P1=1.0, P2=0.3 (rate units), fL=0.8, fR=0.25
flux simulated = 0.12702 +- 0.00019, formula = 0.12692 rate units
half-window W = 0.02 eV
x=1.0 nm: Gamma pole = 2.57942e-04 eV, R exact = 2.04568e+09, formula = 2.04475e+09 1/s
x=1.25 nm: Gamma pole = 3.73273e-05 eV, R exact = 1.41252e+10, formula = 1.41252e+10 1/s
x=1.6 nm: Gamma pole = 6.32751e-04 eV, R exact = 8.31764e+08, formula = 8.32525e+08 1/s
300 K: kT=0.02585 eV, muL=0.02 eV, muR=-0.03 eV, fL-fR=0.44572
flux Landauer = 6.30537e+09, R(fL-fR) = 6.30755e+09 1/s
d=2.5 nm: x opt exact = 1.25593, x* = 1.25594 nm
d=2.5 nm: Rmax exact = 1.41513e+10, formula = 1.41513e+10 1/s
d=3.0 nm: x opt exact = 1.50594, x* = 1.50594 nm
d=3.0 nm: Rmax exact = 1.09223e+09, formula = 1.09223e+09 1/s
x*-d/2 = 0.0059374 nm
P1=P2 at x*, d0 = 2.83026e+10 1/s
Gamma at x*, d0 = 3.72582e-05 eV
peak T at x*, d0 = 1 
e Rmax at d0 = 2.26729 nA
direct prefactor T0 = 2.89123 
direct T at d0 = 2.16903e-11 
slope optimal trap, exact = 5.12317 1/nm
slope direct, exact = 10.2463 1/nm
slope ratio = 0.5 
decades per nm: trap 2.2250, direct 4.4499
slope trap fixed at x=1 nm, exact = 10.2357 1/nm
int R dx at d0 (1D) = 4.33887e+09 nm/s
effective width pi/(2 kappa) = 0.306606 nm
slope uniform traps (1D) = 5.12316 1/nm
inelastic: Phi_in=1.5 eV, kappa1=4.43679 1/nm, x opt(d0)=1.35363 nm
inelastic: P1/P2=0.86603, slope=4.75534 1/nm, slope/(2 kappa1)=0.53590
blockade: shift of x = 0.03382 nm, peak/Rmax = 1.41421
3D a=1 nm, E_i=5.0 eV: FWHM = 2.61021e-05, hbar P = 2.61015e-05 eV
3D a=1 nm, E_i=0.5 eV: FWHM = 1.21077e-05, hbar P = 1.21085e-05 eV
3D d0: x opt = 1.27759 nm, Rmax = 8.80228e+08 1/s
3D d0: beta1 = 11.0485, beta2 = 10.6275 1/nm, P1/P2 = 1.03961
Dt = 1e+17 cm^-3 eV^-1
G_TAT/A at d0 = 0.41025 S/cm^2
G_dir/A at d0 = 0.0117226 S/cm^2
3D d=2.5 nm: slope TAT = 5.4030, direct = 10.5440 1/nm, ratio = 0.5124
3D d=20.0 nm: slope TAT = 5.1719, direct = 10.2959 1/nm, ratio = 0.5023
crossover thickness = 1.80743 nm
G/A of each channel at crossover = 17.6795 S/cm^2
```
